# Solving the MOS surface-potential equation at 4.2 K without forming n_i: verification in Python

```python
"""
Surface potential of a p-type silicon MOS capacitor at 4.2 K.
Result under test: V = psi + sign(psi)*sqrt(2*eps*kT*[Pi(u)-Pi(0)])/Cox,
where V = gate voltage minus flat-band voltage, psi = surface band bending,
u = q*psi/kT, and kT*Pi is the sum of carrier pressures and dopant terms.
All exponents are combined before exponentiation; n_i is never formed.
The charge is checked by a separate integration of Poisson's equation in depth.
Units: cm, V, eV, C, F. Energies are measured from the bulk valence-band edge.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, expit, gammaln

q = const.e
eps_si = 11.7 * const.epsilon_0 / 100
eps_ox = 3.9 * const.epsilon_0 / 100
t_ox = 5e-7
C_ox = eps_ox / t_ox
gap = 1.17
acceptor_depth = donor_depth = 0.045
N_A, N_D = 3e17, 3e15
m_long, m_trans, m_hole = 0.916, 0.19, 0.6
m_electron = (m_long * m_trans**2) ** (1 / 3)


def log_band_density(mass, valleys, T):
    """Logarithm of the effective density of states in cm^-3."""
    base = 2 * math.pi * mass * const.m_e * const.k * T / const.h**2
    return math.log(2 * valleys * 1e-6) + 1.5 * math.log(base)


def log_fermi(j, eta):
    """ln F_j(eta), j = 1/2 or 3/2, normalized so F_j -> exp(eta)."""
    positive = max(eta, 0.0)
    h = 0.28 / math.sqrt(positive + 4)
    t = np.arange(h, math.sqrt(positive + 45) + h, h)
    terms = (2 * j + 1) * np.log(t) - np.logaddexp(0, t * t - eta)
    top = terms.max()
    total = top + math.log(np.exp(terms - top).sum())
    return total + math.log(2 * h) - gammaln(j + 1)


class Capacitor:
    def __init__(self, T, boltzmann=False):
        self.T = T
        self.kT = const.k * T / q
        self.boltzmann = boltzmann
        self.ln_Nc = log_band_density(m_electron, 6, T)
        self.ln_Nv = log_band_density(m_hole, 1, T)
        self.fermi = brentq(self.neutrality, 0, gap / self.kT,
                            xtol=1e-14, rtol=1e-15)
        self.set_levels(self.fermi)
        self.pi_bulk = self.pressure_terms(0.0)

    def ln_F(self, j, eta):
        return eta if self.boltzmann else log_fermi(j, eta)

    def set_levels(self, ef):
        self.eta_c = ef - gap / self.kT
        self.eta_v = -ef
        self.a = math.log(4) + acceptor_depth / self.kT - ef
        self.d = (gap - donor_depth) / self.kT - ef - math.log(2)

    def neutrality(self, ef):
        self.set_levels(ef)
        ln_n, ln_p = self.log_carriers(0.0)
        ln_acc = math.log(N_A) - np.logaddexp(0, self.a)
        ln_don = math.log(N_D) - np.logaddexp(0, -self.d)
        return np.logaddexp(ln_p, ln_don) - np.logaddexp(ln_n, ln_acc)

    def log_carriers(self, u):
        return (self.ln_Nc + self.ln_F(0.5, self.eta_c + u),
                self.ln_Nv + self.ln_F(0.5, self.eta_v - u))

    def pressure_terms(self, u):
        return np.array([
            math.exp(self.ln_Nc + self.ln_F(1.5, self.eta_c + u)),
            math.exp(self.ln_Nv + self.ln_F(1.5, self.eta_v - u)),
            N_A * np.logaddexp(0, u - self.a),
            N_D * (np.logaddexp(0, u - self.d) - u)])

    def gate_charge(self, psi):
        u = psi / self.kT
        rise = (self.pressure_terms(u) - self.pi_bulk).sum()
        size = math.sqrt(2 * eps_si * q * self.kT * max(rise, 0.0))
        return math.copysign(size, psi)

    def solve(self, V):
        def mismatch(psi):
            return psi + self.gate_charge(psi) / C_ox - V
        if self.boltzmann:
            # keep the trial exponent inside the double range
            high = min(V, (-self.eta_c + 100) * self.kT)
        else:
            high = V
        low, high = min(0.0, high), max(0.0, high)
        return brentq(mismatch, low, high, xtol=1e-18, rtol=1e-15)


def integrate_depth(dev, psi):
    """Integrate Poisson's equation from bulk to surface, without Pi.
    Returns sheet densities (cm^-2) of electrons, holes, net dopants."""
    N_s = N_D * (1 - N_D / N_A)
    length = math.sqrt(eps_si * dev.kT / (q * N_s))
    target = psi / dev.kT
    sign = math.copysign(1.0, psi)

    def slope(_, y):
        u = sign * min(sign * y[0], sign * target + 50)
        ln_n, ln_p = dev.log_carriers(u)
        n, p = math.exp(ln_n) / N_s, math.exp(ln_p) / N_s
        dop = (N_A * expit(u - dev.a) - N_D * expit(dev.d - u)) / N_s
        return [y[1], n - p + dop, n, p, dop]

    def surface(_, y):
        return y[0] - target
    surface.terminal = True
    start = sign * 1e-3
    run = solve_ivp(slope, (0, 1e4), [start, start, 0, 0, start],
                    method="DOP853", rtol=1e-9, atol=1e-11, events=surface)
    assert run.status == 1
    return run.y_events[0][0][2:] * N_s * length


# Fermi integrals against series and adaptive quadrature
mp.mp.dps = 50
for j in (0.5, 1.5):
    for eta in (-3000.0, -40.0, -2.0):
        series = mp.fsum((-1)**(k + 1) * mp.exp(k * mp.mpf(eta))
                         / mp.mpf(k)**(j + 1) for k in range(1, 60))
        assert abs(log_fermi(j, eta) - float(mp.log(series))) < 2e-12
    for eta in (5.0, 60.0, 200.0):
        cuts = [0, max(eta - 40, 0), eta, eta + 50]
        area = sum(quad(lambda x: x**j * expit(eta - x), lo, hi,
                        epsabs=0, epsrel=1e-11, limit=300)[0]
                   for lo, hi in zip(cuts[:-1], cuts[1:]) if hi > lo)
        direct = math.log(area) - gammaln(j + 1)
        assert abs(log_fermi(j, eta) - direct) < 1e-9

T = 4.2
dev = Capacitor(T)
kT = dev.kT


def log_intrinsic(temp):
    return (0.5 * (log_band_density(m_electron, 6, temp)
                   + log_band_density(m_hole, 1, temp))
            - gap * q / (2 * const.k * temp))


ln_min = math.log(np.finfo(float).tiny)
T_ni = brentq(lambda x: log_intrinsic(x) - ln_min, 3, 60)
T_ni2 = brentq(lambda x: 2 * log_intrinsic(x) - ln_min, 3, 60)

# Bulk Fermi level: full neutrality root against the frozen-carrier limit
fermi_limit = acceptor_depth + kT * math.log(4 * N_D / (N_A - N_D))
assert abs(dev.fermi * kT - fermi_limit) < 1e-12

print(f"kT = {kT*1e3:.4f} meV; Cox = {C_ox*1e6:.4f} uF/cm2")
print(f"Nc = {math.exp(dev.ln_Nc):.3e} cm^-3")
print(f"Nv = {math.exp(dev.ln_Nv):.3e} cm^-3")
print(f"log10(n_i / cm^-3) = {log_intrinsic(T)/math.log(10):.2f}")
print(f"n_i leaves normal doubles below {T_ni:.2f} K")
print(f"n_i^2 leaves normal doubles below {T_ni2:.2f} K")
print(f"bulk EF - Ev = {dev.fermi*kT*1e3:.3f} meV")
bulk_n, bulk_p = np.array(dev.log_carriers(0.0)) / math.log(10)
print(f"bulk log10 n, p (cm^-3) = {bulk_n:.2f}, {bulk_p:.2f}")

# Flat-band limit: capacitance of the screening length
L_screen = math.sqrt(eps_si * kT / (q * N_D * (1 - N_D / N_A)))
small_V = 1e-7
ratio = dev.solve(small_V) / small_V
assert abs(ratio * (1 + eps_si / L_screen / C_ox) - 1) < 1e-3
print(f"bulk screening length = {L_screen*1e7:.3f} nm")

worst_root, worst_gauss = 0.0, 0.0
for V in (-1.0, 0.5, 1.5, 2.5):
    psi = dev.solve(V)
    oxide_charge = C_ox * (V - psi)
    root_res = abs(oxide_charge - dev.gate_charge(psi)) / abs(oxide_charge)
    sheets = integrate_depth(dev, psi)
    depth_charge = q * (sheets[0] - sheets[1] + sheets[2])
    gauss_res = abs(oxide_charge - depth_charge) / abs(oxide_charge)
    assert root_res < 1e-11
    assert gauss_res < 1e-6
    worst_root = max(worst_root, root_res)
    worst_gauss = max(worst_gauss, gauss_res)
    if V in (0.5, 1.5):
        rise = (N_A - N_D) * psi / kT - N_A * math.log(N_A / N_D)
        limit = math.sqrt(2 * eps_si * q * kT * rise)
        assert abs(depth_charge / limit - 1) < 1e-6
    log_n, log_p = np.array(dev.log_carriers(psi / kT)) / math.log(10)
    print(f"V = {V:.1f} V: psi_s = {psi:.6f} V")
    print(f"  silicon field = {oxide_charge/eps_si/1e6:.4f} MV/cm")
    print(f"  surface log10 n, p (cm^-3) = {log_n:.2f}, {log_p:.2f}")
    print(f"  gate charge = {oxide_charge*1e6:.5f} uC/cm2")
    print(f"  relative residual: root {root_res:.1e}, depth {gauss_res:.1e}")
print(f"largest root residual = {worst_root:.1e}")
print(f"largest depth-integrated Gauss residual = {worst_gauss:.1e}")
offset = kT * N_A / (N_A - N_D) * math.log(N_A / N_D)
print(f"dopant-occupation offset in depletion = {offset*1e3:.3f} mV")

# The last bias is the inversion example used below
N_inv, _, N_dep = sheets
print(f"inversion: electrons = {N_inv:.4e} cm^-2")
print(f"inversion: net ionized dopants = {N_dep:.4e} cm^-2")

# Naive double arithmetic fails at this solution
with np.errstate(all="ignore"):
    naive_ni = np.exp(np.float64(-gap / (2 * kT)))
    naive_boost = np.exp(np.float64(psi / kT))
    naive_n = naive_ni * naive_boost
assert naive_ni == 0 and np.isinf(naive_boost) and np.isnan(naive_n)
print(f"naive factors: {naive_ni}, {naive_boost}; product: {naive_n}")

# Explicit n_i in extended precision against combined exponents in doubles
classical = Capacitor(T, boltzmann=True)
psi_classical = classical.solve(V)
kT_mp = mp.mpf(kT)
Nc_mp, Nv_mp = mp.exp(dev.ln_Nc), mp.exp(dev.ln_Nv)
n_i = mp.sqrt(Nc_mp * Nv_mp) * mp.exp(-mp.mpf(gap) / (2 * kT_mp))
mid_level = mp.mpf(gap) / 2 + kT_mp / 2 * mp.log(Nv_mp / Nc_mp)
ef_mp = acceptor_depth + kT_mp * mp.log(mp.mpf(4) * N_D / (N_A - N_D))
u_mid = (mid_level - ef_mp) / kT_mp


def explicit_mismatch(bending):
    def pi_total(u):
        acc = mp.exp((ef_mp - acceptor_depth) / kT_mp + u) / 4
        don = 2 * mp.exp((ef_mp - gap + donor_depth) / kT_mp + u)
        return (n_i * mp.exp(u - u_mid) + n_i * mp.exp(u_mid - u)
                + N_A * mp.log(1 + acc) + N_D * (mp.log(1 + don) - u))
    rise_mp = pi_total(bending / kT_mp) - pi_total(mp.mpf(0))
    return bending + mp.sqrt(2 * eps_si * q * kT_mp * rise_mp) / C_ox - V


lo, hi = mp.mpf(psi_classical - 1e-3), mp.mpf(psi_classical + 1e-3)
assert explicit_mismatch(lo) < 0 < explicit_mismatch(hi)
for _ in range(60):
    middle = (lo + hi) / 2
    if explicit_mismatch(middle) > 0:
        hi = middle
    else:
        lo = middle
precision_gap = abs(float((lo + hi) / 2 - psi_classical))
assert precision_gap < 1e-11
print(f"Boltzmann psi_s = {psi_classical:.6f} V")
print(f"double minus extended precision = {precision_gap:.1e} V")
print(f"Boltzmann error in psi_s = {(psi_classical-psi)*1e3:.2f} mV")

# Quantization: triangular well, long mass normal to the interface
hb = const.hbar**2 / (2 * const.m_e * q) * 1e18
F_eff = q * (N_dep + N_inv / 2) / eps_si * 1e-7
E_sub = -ai_zeros(1)[0][0] * (hb / m_long) ** (1 / 3) * F_eff ** (2 / 3)
step = 0.01
z = step * np.arange(1, 2000)
kin = hb / m_long / step**2
level = eigh_tridiagonal(2 * kin + F_eff * z, -kin * np.ones(z.size - 1),
                         eigvals_only=True, select="i",
                         select_range=(0, 0))[0]
assert abs(level / E_sub - 1) < 1e-3
E_2d = N_inv * 1e-14 * 2 * math.pi * hb / (2 * m_trans)
E_3d = (dev.eta_c + psi / kT) * kT
print(f"surface EF - Ec, 3D model = {E_3d*1e3:.2f} meV")
print(f"lowest subband (triangular) = {E_sub*1e3:.1f} meV")
print(f"2D Fermi energy, two valleys = {E_2d*1e3:.1f} meV")
print(f"estimated quantum shift of psi_s = {(E_sub+E_2d-E_3d)*1e3:.0f} mV")

# Oxide field and tunnelling (barrier 3.1 eV, oxide mass 0.4, both rough)
V_oxide = V - psi
t_nm = t_ox * 1e7
action = quad(lambda x: 2 * math.sqrt(0.4 / hb * (3.1 - V_oxide * x / t_nm)),
              0, t_nm)[0]
leak = q * N_inv * (E_sub * q / const.h) * math.exp(-action)
print(f"oxide field = {V_oxide/t_ox/1e6:.3f} MV/cm")
print(f"tunnelling exponent = {action:.1f}; leakage ~ {leak:.0e} A/cm2")

# Field that lowers the acceptor's Coulomb barrier by its full depth
F_ion = math.pi * eps_si * acceptor_depth**2 / q
r = np.geomspace(1e-8, 1e-4, 20001)
barrier = np.max(-q / (4 * math.pi * eps_si * r) - F_ion * r)
assert abs(barrier / -acceptor_depth - 1) < 1e-5
F_dep = q * N_dep / eps_si
print(f"barrier-removing field = {F_ion/1e6:.4f} MV/cm")
print(f"largest depletion field = {F_dep/1e6:.4f} MV/cm")
print(f"gate shift if dopants stay neutral ~ {q*N_dep/C_ox:.3f} V")
spacing = N_A ** (-1 / 3)
disorder = q / (4 * math.pi * eps_si * spacing)
print(f"acceptor spacing = {spacing*1e7:.2f} nm")
print(f"Coulomb disorder scale = {disorder*1e3:.2f} meV")
warm_shift = Capacitor(10.0).solve(V) - psi
print(f"psi_s change from 4.2 K to 10 K = {warm_shift*1e3:.3f} mV")
print("all tests passed")
```

Printed output:

```
kT = 0.3619 meV; Cox = 0.6906 uF/cm2
Nc = 4.535e+16 cm^-3
Nv = 1.932e+16 cm^-3
log10(n_i / cm^-3) = -685.50
n_i leaves normal doubles below 9.08 K
n_i^2 leaves normal doubles below 17.22 K
bulk EF - Ev = 43.839 meV
bulk log10 n, p (cm^-3) = -1334.68, -36.32
bulk screening length = 8.877 nm
V = -1.0 V: psi_s = -0.114632 V
  silicon field = -0.5902 MV/cm
  surface log10 n, p (cm^-3) = -1472.23, 19.60
  gate charge = -0.61146 uC/cm2
  relative residual: root 6.9e-16, depth 5.2e-10
V = 0.5 V: psi_s = 0.266180 V
  silicon field = 0.1559 MV/cm
  surface log10 n, p (cm^-3) = -1015.28, -355.72
  gate charge = 0.16148 uC/cm2
  relative residual: root 1.6e-16, depth 1.1e-13
V = 1.5 V: psi_s = 1.037324 V
  silicon field = 0.3085 MV/cm
  surface log10 n, p (cm^-3) = -89.94, -1281.05
  gate charge = 0.31954 uC/cm2
  relative residual: root 0.0e+00, depth 2.8e-14
V = 2.5 V: psi_s = 1.190840 V
  silicon field = 0.8728 MV/cm
  surface log10 n, p (cm^-3) = 19.91, -1465.26
  gate charge = 0.90414 uC/cm2
  relative residual: root 5.9e-16, depth 2.5e-10
largest root residual = 6.9e-16
largest depth-integrated Gauss residual = 5.2e-10
dopant-occupation offset in depletion = 1.684 mV
inversion: electrons = 3.5227e+12 cm^-2
inversion: net ionized dopants = 2.1205e+12 cm^-2
naive factors: 0.0, inf; product: nan
Boltzmann psi_s = 1.130460 V
double minus extended precision = 1.7e-16 V
Boltzmann error in psi_s = -60.38 mV
surface EF - Ec, 3D model = 64.68 meV
lowest subband (triangular) = 124.2 meV
2D Fermi energy, two valleys = 22.2 meV
estimated quantum shift of psi_s = 82 mV
oxide field = 2.618 MV/cm
tunnelling exponent = 50.5; leakage ~ 2e-15 A/cm2
barrier-removing field = 0.0411 MV/cm
largest depletion field = 0.3280 MV/cm
gate shift if dopants stay neutral ~ 0.492 V
acceptor spacing = 14.94 nm
Coulomb disorder scale = 8.24 meV
psi_s change from 4.2 K to 10 K = 1.514 mV
all tests passed
```
